# Debye Temperature from Two Phonon Resistivities by Safe Bisection

A copper-like interconnect film has a phonon resistivity of 1.70 µΩ cm at 300 K. If this part is scaled in proportion to temperature, the prediction at 77 K is $1.70\times77/300=0.436$ µΩ cm. The example treated below has 0.20 µΩ cm there, less than half. A fifth-power law fails far more badly in the other direction: it gives $1.70\times(77/300)^5=0.0019$ µΩ cm. The temperature 77 K lies between the two laws, and a scale is needed that says where one passes into the other. That scale is an effective Debye temperature $\Theta$, and two phonon resistivities suffice to find it, provided that the equation for $\Theta$ has one root and the computer evaluates it properly.

## The model that replaces the power laws

Take a spherical Fermi surface with one electron per atom, and phonons in equilibrium with frequency $\omega\propto q$ up to the Debye wave number $q_D$. Umklapp processes are left out. A current is described by a rigidly shifted electron distribution. With drift velocity $\mathbf u$, this replaces the energy $\varepsilon_k$ in the Fermi function by $\varepsilon_k-\hbar\mathbf u\cdot\mathbf k$, to first order in $\mathbf u$.

Consider the absorption of a phonon, $\mathbf k\to\mathbf k+\mathbf q$, and the reverse emission. In equilibrium both have the same rate $P$. The shift changes the ratio of the forward to the reverse rate to $\exp(-\hbar\mathbf u\cdot\mathbf q/k_BT)$, so the net forward rate is $-P\,\hbar\mathbf u\cdot\mathbf q/k_BT$ to first order. Each net event gives the electrons momentum $\hbar\mathbf q$. The friction along $\mathbf u$ therefore contains $P(\mathbf u\cdot\mathbf q)^2/k_BT$, whose average over directions is proportional to $Pq^2/k_BT$. The electric force balances this friction, and the current is proportional to $u$. Hence the resistivity is proportional to the sum of $Pq^2/k_BT$.

Three factors in that sum depend on $q$:

- For scattering through an angle $\theta$ on the Fermi sphere, $q=2k_F\sin(\theta/2)$, so $\sin\theta\,d\theta=q\,dq/k_F^2$.
- The momentum weight is $1-\cos\theta=q^2/(2k_F^2)$.
- The squared coupling is taken as $q^2/\omega\propto q$: the potential follows the strain, and the squared displacement amplitude per quantum goes as $1/\omega$.

The product is $q^4\,dq$. Since $q_D=2^{1/3}k_F<2k_F$, every phonon up to $q_D$ can take part.

The electron energies remain. Let $y$ be the energy from the Fermi level in units of $k_BT$, $w=\hbar\omega/k_BT$ and $f(y)=1/(e^y+1)$. Then

$$f(y)-f(y+w)=\frac{e^{y+w}-e^y}{(e^y+1)(e^{y+w}+1)}=(1-e^{-w})\,f(y)[1-f(y+w)].$$

The integral of the left side over all $y$ is $w$, because it is the area between a step and the same step displaced by $w$. Therefore

$$\int_{-\infty}^{\infty} f(y)[1-f(y+w)]\,dy=\frac{w}{1-e^{-w}}.$$

In the sum over electron energies this integral carries a factor $k_BT$, because $d\varepsilon=k_BT\,dy$. That factor cancels the $1/k_BT$ in $Pq^2/k_BT$. Absorption also needs the phonon number $1/(e^w-1)$. Now put $w=t$ and $q=q_D(T/\Theta)t$, where $k_B\Theta$ is the phonon energy at $q_D$. The factor $q^4\,dq$ gives $(T/\Theta)^5t^4\,dt$, and $1/\omega$ in the coupling leaves one further factor $1/\Theta$:

$$\rho_{\rm ph}(T)=\frac{A}{\Theta}\left(\frac T\Theta\right)^5J\!\left(\frac\Theta T\right),\qquad J(x)=\int_0^x F(t)\,dt,$$

$$F(t)=\frac{t^5}{(e^t-1)(1-e^{-t})}.$$

This is the Bloch-Grüneisen formula. The constant $A$ depends on the metal and is not known well enough to obtain $\Theta$ from one resistivity. For two temperatures $T_1<T_2$ it cancels:

$$r(\Theta)=\frac{\rho_{\rm ph}(T_1)}{\rho_{\rm ph}(T_2)}=\left(\frac{T_1}{T_2}\right)^5\frac{J(\Theta/T_1)}{J(\Theta/T_2)}.$$

## Why a closed-form estimate is not enough

Multiplying out the denominator of $F$ gives $e^t+e^{-t}-2=4\sinh^2(t/2)=t^2(1+t^2/12+\dots)$. Thus $F=t^3-t^5/12+\dots$, and integration yields

$$J(x)=\frac{x^4}{4}-\frac{x^6}{72}+\dots=\frac{x^4}{4}\left(1-\frac{x^2}{18}+\dots\right).$$

When both temperatures are high compared with $\Theta$, the ratio becomes

$$r\simeq\frac{T_1}{T_2}\left[1-\frac{\Theta^2}{18}\left(\frac1{T_1^2}-\frac1{T_2^2}\right)\right].$$

This can be solved for $\Theta$ by hand. For the example, $r=0.20/1.70=0.1176$ and $T_1/T_2=0.2567$, so the bracket must equal 0.458. Then $\Theta^2=18\times0.542/(1.576\times10^{-4}\ {\rm K^{-2}})$, or $\Theta\approx249$ K. The full equation gives 323 K. The expansion fails because $\Theta/T_1$ is about 4.2, which is not small.

In the opposite limit, $F=t^5e^{-t}/(1-e^{-t})^2=t^5\sum_{n\ge1}n\,e^{-nt}$. Since $\int_0^\infty t^5e^{-nt}dt=120/n^6$,

$$J(\infty)=120\sum_{n\ge1}\frac1{n^5}=120\,\zeta(5)=124.43,$$

and $r\to(T_1/T_2)^5$. The equation must therefore be solved numerically between the two limits.

## One root, or several?

Bisection finds a sign change, but it does not show that there is only one. The slope of $r$ settles this. Define $g(x)=xF(x)/J(x)$, the logarithmic slope of $J$. Differentiating $\ln r$ gives

$$\frac{d\ln r}{d\ln\Theta}=g(\Theta/T_1)-g(\Theta/T_2).$$

Because $\Theta/T_1>\Theta/T_2$, this is negative if $g$ decreases. Substituting $t=xs$ in $J$ gives

$$\frac1{g(x)}=\int_0^1\frac{F(xs)}{F(x)}\,ds,\qquad \frac{F(xs)}{F(x)}=s^5\,\frac{\sinh^2(x/2)}{\sinh^2(xs/2)}.$$

At fixed $s$ between 0 and 1, the logarithmic derivative of this integrand with respect to $x$ is

$$\coth\frac x2-s\coth\frac{xs}2=\frac2x\left[\frac x2\coth\frac x2-\frac{xs}2\coth\frac{xs}2\right].$$

The bracket is positive, because $u\coth u$ increases for $u>0$:

$$\frac{d}{du}(u\coth u)=\coth u-\frac{u}{\sinh^2u}=\frac{\sinh2u-2u}{2\sinh^2u}>0.$$

So $1/g$ increases, $g$ decreases, and $r$ falls strictly from $T_1/T_2$ at $\Theta\to0$ to $(T_1/T_2)^5$ at $\Theta\to\infty$. A ratio strictly inside this window has one root; a ratio outside it has none. For 77 K and 300 K the window runs from 0.001114 to 0.256667. A measured ratio of 0.26 would not call for a wider search. It would mean that the data, the subtraction of the residual resistivity or the model is at fault.

## What the computer does to the integrand

Typed in as it stands, $F$ loses digits at small $t$. The computer stores $e^t$ near 1 with an absolute error of order $\epsilon\approx10^{-16}$. Subtracting 1 leaves a number of size $t$ with that same absolute error, so its relative error is of order $\epsilon/t$. The factor $1-e^{-t}$ suffers in the same way. At still smaller $t$, $e^t$ rounds to 1 and the formula divides by zero. Above $t\approx709$, $e^t$ overflows, which stops the program in some libraries and only raises a warning in others.

The cure uses $e^t-1=e^t(1-e^{-t})$ and a library function ${\rm expm1}(z)$, which returns $e^z-1$ without the subtraction:

$$F(t)=t^3\left[\frac{t}{-{\rm expm1}(-t)}\right]^2e^{-t}.$$

The bracket tends to 1 at small $t$, and at large $t$ the exponential goes to zero harmlessly. At $t=0$ itself the value 0 must be assigned, or the point avoided. On 41 points from $t=10^{-10}$ to $10^{-6}$, the worst relative error was $5.3\times10^{-7}$ for the naive form and $4.0\times10^{-16}$ for the safe one.

The damage shows in a numerical check of monotonicity. At small $\Theta$, the true relative fall of $r$ is of order $(\Theta/T_1)^2/18$, while the naive rounding error grows as $\epsilon T_2/\Theta$, because the hot integral has the smaller argument. On 20 points with $\Theta/T_1$ from $10^{-6}$ to $10^{-4}$, the naive form made $r$ appear to rise in 5 of the 19 steps; the safe form gave no rise. At ordinary arguments the matter is different. For the recovered $\Theta$ at 300 K, both forms gave the same $J$ to machine precision, because the smallest quadrature point lies at $t\approx4\times10^{-4}$. The naive error there is still only about $10^{-13}$, and such points contribute almost nothing to the integral. The safe form protects the search at its lower end; it does not improve the root found here.

For the integral, a 64-point Gauss-Legendre rule on $[0,\min(x,60)]$ is sufficient. The rule has no point at $t=0$, and the part discarded beyond 60 is about $60^5e^{-60}\approx7\times10^{-18}$.

## The scheme

1. Subtract the residual resistivity from both readings and form $r$.
2. Reject $r$ unless $(T_1/T_2)^5<r<T_1/T_2$.
3. Start with a bracket, here 100 K to 900 K. Halve the lower end until $r(\Theta)$ there exceeds the measured ratio; double the upper end until $r(\Theta)$ there lies below it. Stop with an error if an end runs so far into a limit that rounding hides the difference.
4. Evaluate $r$ at the midpoint. If it exceeds the measured ratio, $\Theta$ is too small and the midpoint becomes the lower end. Otherwise it becomes the upper end.
5. Stop when the bracket is no wider than the chosen tolerance, and return its midpoint.

If the starting bracket already holds the root, its width after $N$ halvings is $800/2^N$ K. A tolerance of $10^{-6}$ K requires $N\ge\log_2(8\times10^8)=29.6$, hence 30 halvings. The midpoint then errs by at most half the tolerance, apart from rounding. Ratios computed separately to high precision, for known $\Theta$ of 60, 150, 330 and 1200 K at 77/300 K and for 330 K at 20/300 K, were inverted with a largest error of $3.7\times10^{-7}$ K.

## The example

The film is 1 µm thick. Its resistivities are round values: 0.30 µΩ cm at 77 K, 1.80 µΩ cm at 300 K and a residual 0.10 µΩ cm. Thus

$$r=\frac{0.30-0.10}{1.80-0.10}=\frac{0.20}{1.70}=0.1176,$$

which lies inside the window. The first midpoint, 500 K, gives $r=0.0537$, which is too small, so the upper end moves to 500 K. The next, 300 K, gives 0.1294, so the lower end moves to 300 K. Midpoints of 400 K and 350 K give 0.0845 and 0.1052, and the upper end moves down twice. At 325 K, $r=0.1169$ is already close. The search ends at $\Theta=323.4$ K.

Direct substitution confirms it. With $J(4.2005)=33.468$ and $J(1.0781)=0.31688$, the ratio is $0.001114\times33.468/0.31688=0.1177$, equal to the input within the rounding of the first factor.

At a hot operating temperature of 378 K, with the 300 K reading held fixed, this $\Theta$ gives a total of 2.29 µΩ cm. Proportional scaling gives $0.10+1.70\times378/300=2.24$ µΩ cm, about 2% less. Raising $\Theta$ by 10% changes the prediction to 2.30 µΩ cm, so the prediction depends only weakly on $\Theta$. It leaves out thermal expansion between 300 K and 378 K. For a freely expanding film, with the expansion coefficient and Grüneisen parameter used below, this adds about 0.03 µΩ cm, more than the 10% change in $\Theta$ does. That coefficient is a mean for 77 K to 300 K; with $1.7\times10^{-5}$ per K, closer to copper above room temperature, the addition is nearer 0.04 µΩ cm.

## Which temperatures to choose

A small bisection error does not make $\Theta$ well known. From the slope of $\ln r$,

$$\frac{\delta\Theta}{\Theta}\simeq\frac{\delta\ln r}{g(\Theta/T_1)-g(\Theta/T_2)}.$$

For 77/300 K the denominator is $2.5354-3.8737=-1.3383$, and a ratio 1% too high lowers $\Theta$ by 2.4 K. For 300/400 K it is $-0.0546$, and the same error lowers $\Theta$ by about 59 K in this linear estimate. The expansion of $J$ explains the loss: $g\simeq4-x^2/9$, so both values of $g$ lie near 4 when both temperatures are high. At 5/10 K the denominator is $-8\times10^{-8}$. Both readings then follow the fifth-power law, $r$ hardly depends on $\Theta$, and no realistic measurement can recover it. For a fixed relative error in $r$, a useful pair has its colder reading well below $\Theta$ and its hotter one outside the fifth-power region. In a real film the residual resistivity sets a limit to how cold the first reading may be: its phonon part must stay well above the uncertainty of the residual. At 20 K the model leaves a phonon part of only about 0.0009 µΩ cm in this film, against a residual of 0.10 µΩ cm, so a small error in the subtraction would spoil the result.

## How far a real film moves the answer

The inputs are in the range of a thick, fairly pure copper film, for which a room-temperature resistivity of roughly 1.7 to 1.8 µΩ cm is reasonable. Real films depart from the assumptions, and four departures can be sized, each with the others switched off.

**Residual resistivity.** An error of 10% in the 0.10 µΩ cm moves $\Theta$ to 313 K if the value used is too low, and to 334 K if it is too high. The subtraction matters most at 77 K, where the residual is a third of the reading.

**Thermal expansion.** A rough linear expansion coefficient of $1.4\times10^{-5}$ per K gives a volume change of $3\times1.4\times10^{-5}\times223=0.94\%$ between the readings if the film is free to expand. With a Grüneisen parameter $-d\ln\Theta/d\ln V=2$, $\Theta$ is 1.87% lower at 300 K. Since $\rho_{\rm ph}\propto\Theta^{-6}J(\Theta/T)$ at fixed $A$, its logarithmic slope is $g-6=-2.13$, and the hot reading is about 4% above its value at the cold volume. Allowing for this gives $\Theta=314$ K at the 77 K volume. This holds $A$ fixed, although $A$ also depends on volume. If $d\ln A/d\ln V$ were $-1/3$ or $-1.2$, the result would be 314.5 K or 316.5 K, so the size of this shift is uncertain by a few kelvin. A film held by a substrate that expands less, such as silicon, changes its volume less, and the shift is then smaller.

**Surface scattering.** Its contribution is not strictly constant, so subtracting the residual does not remove it completely. Let diffuse walls erase an electron's drift. At distance $z$ from the wall it left, with direction cosine $c$ to the film normal and bulk free path $\lambda$, its mean time of acceleration is reduced by the factor $1-e^{-z/(\lambda c)}$. Averaging over $z$ and over directions with the current weight $1-c^2$ gives, for thickness $d$ and $k=d/\lambda$,

$$\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}=1-\frac{3}{2k}\int_0^1(c-c^3)\left(1-e^{-k/c}\right)dc.$$

For free electrons $\sigma=ne^2\tau/m$, $\lambda=v_F\tau$ and $mv_F=\hbar k_F$, so $\rho_{\rm bulk}\lambda=\hbar k_F/(ne^2)$. This is $6.57\times10^{-16}$ Ω m² at $n=8.5\times10^{28}$ m⁻³. Solving for the bulk values behind the residual, 77 K and 300 K resistivities gives 0.0697, 0.2730 and 1.7750 µΩ cm, in that order. The corrected ratio is $0.2033/1.7053=0.1192$, and $\Theta$ becomes 320 K. The bulk free path is 37 nm at 300 K but 241 nm at 77 K, so the correction cannot be carried over to lines tens of nanometres wide. Grain boundaries are not included.

**More than one phonon branch.** Suppose two branches, with Debye temperatures 15% below and above 323 K, contribute equally at high temperature. Their combined ratio is an average of the two separate ratios, weighted by their shares at $T_2$. By monotonicity the recovered $\Theta$ then lies between 275 K and 372 K. It is 319 K from 77/300 K, but 300 K from 20/77 K. A recovered $\Theta$ thus belongs to its temperature pair, and it need not equal the Debye temperature from heat capacity.

Taken singly, these shifts reach about 10 K for the chosen pair. They can also add: expansion and surface scattering both lower $\Theta$, together by about 13 K, and an error in the residual may come on top. With expansion and surface scattering both included, $\Theta$ is about 310 K, and a 10% error in the residual moves this by roughly 11 K either way. Together, these three effects can therefore make the uncorrected 323 K too high by as much as about 24 K. Umklapp scattering and the detailed phonon spectrum of copper are not sized here. The values for the separate effects are in the numerical output below.

## Calculated quantities

```
temperatures: 77 K and 300 K
film resistivity, cold: 0.30 uOhm cm
film resistivity, hot: 1.80 uOhm cm
residual resistivity: 0.10 uOhm cm
phonon part, cold: 0.20 uOhm cm
phonon part, hot: 1.70 uOhm cm
measured ratio r: 0.117647
window for r: 0.001114 to 0.256667
J at infinity: 124.4313
step 1: [100.0, 900.0] K, mid 500.0 K, r 0.053683
step 2: [100.0, 500.0] K, mid 300.0 K, r 0.129411
step 3: [300.0, 500.0] K, mid 400.0 K, r 0.084529
step 4: [300.0, 400.0] K, mid 350.0 K, r 0.105202
step 5: [300.0, 350.0] K, mid 325.0 K, r 0.116889
halvings to 1e-6 K: 30
recovered Theta: 323.439 K
Theta/T cold, hot: 4.2005, 1.0781
J cold, hot: 33.46770, 0.316878
g cold, hot: 2.5354, 3.8737
slope dln r/dln Theta, 77/300 K: -1.3383
slope, 300/400 K: -0.0546
slope, 5/10 K: -8.26e-08
Theta shift for +1% in r, 77/300 K: -2.42 K
Theta shift for +1% in r, 300/400 K: -59.3 K (linear)
largest round-trip error: 3.7e-07 K
naive integrand, worst relative error: 5.3e-07
safe integrand, worst relative error: 4.0e-16
false rises of r in 19 steps, naive: 5, safe: 0
naive/safe relative change of J at 300 K: 0.0e+00
predicted resistivity at 378 K: 2.2929 uOhm cm
same, phonon part proportional to T: 2.2420 uOhm cm
same, Theta 10% higher: 2.3035 uOhm cm
Theta, residual 10% lower: 313.0 K
Theta, residual 10% higher: 334.3 K
expansion input: 1.4e-05 per K, Grueneisen 2.0
volume change: 0.94 %, softening 1.87 %
Theta at 77 K volume, with expansion: 313.7 K
film thickness: 1000 nm, density 8.5e+28 m^-3
resistivity times free path: 6.574e-16 Ohm m^2
bulk residual, cold, hot: 0.0697, 0.2730, 1.7750 uOhm cm
bulk free path at 77 K, 300 K: 241, 37.0 nm
surface-corrected ratio: 0.119210
Theta, surface-corrected: 320.2 K
two branches: 274.9 K and 372.0 K
two-branch Theta from 77/300 K: 319.4 K
two-branch Theta from 20/77 K: 299.6 K
```
